# Series resistances and the nucleation bottleneck in silicon interstitial clustering

**Q.** After implantation, silicon holds excess interstitials that gather into clusters, some of which become end-of-range defects. You want one nucleation rate for this. But clusters of every size grow and shrink at once. What are you assuming?

**A.** Let $C_n$ be the concentration of clusters $I_n$ of $n$ interstitials, with $C_1$ the free ones. I assume that clusters are dilute and immobile, and that they change size by one atom at a time,

$$I_n+I\rightleftharpoons I_{n+1}.$$

I hold $C_1$ and the temperature fixed, and I remove any cluster that reaches a size $N$. The net rate of passage from $n$ to $n+1$, per volume and time, is

$$J_n=k_nC_1C_n-g_{n+1}C_{n+1},$$

where $k_n$ is a capture coefficient and $g_{n+1}$ the rate at which one cluster of size $n+1$ emits an atom.

**Q.** Where does $k_n$ come from? And for $n=1$ both partners move, so your formula should miss a factor of two.

**A.** Take a cluster that captures every interstitial reaching radius $r_n$. The steady diffusion profile around it is $c(\rho)=C_1(1-r_n/\rho)$, which vanishes at $r_n$ and tends to $C_1$ far away. The inflow is

$$4\pi\rho^2D\frac{dc}{d\rho}=4\pi\rho^2D\,\frac{C_1r_n}{\rho^2}=4\pi Dr_nC_1 ,$$

so $k_n=4\pi Dr_n$.

For two monomers, independent displacements have variances that add, so the relative diffusivity is $2D$. The number of distinct pairs is, however, half of what $C_1\times C_1$ counts. The rate of dimer formation is therefore

$$\tfrac12\,4\pi(2D)r_1C_1^2=4\pi Dr_1C_1^2=k_1C_1^2 .$$

The two factors cancel, and $n=1$ has the same form as the rest.

**Q.** The emission rates look like free parameters.

**A.** They are fixed by thermodynamics once the binding is known. Let $E_n$ be the formation free energy of $I_n$ at the anneal temperature, including its entropy and orientations. In a dilute ideal mixture on $N_s$ sites per volume, its chemical potential is

$$\mu_n=E_n+kT\ln(C_n/N_s).$$

Equilibrium of the reaction requires $\mu_{n+1}=\mu_n+\mu_1$. Define the free energy gained on binding the last atom as $F_{n+1}=E_n+E_1-E_{n+1}$, positive for a bound atom. Collecting the logarithms gives

$$\hat C_{n+1}=\hat C_n\,\frac{C_1}{N_s}\,e^{F_{n+1}/kT},\qquad \hat C_1=C_1 .$$

The hat marks the concentration that each size would have if all reactions balanced at the actual $C_1$. Detailed balance then says $k_nC_1\hat C_n=g_{n+1}\hat C_{n+1}$, or

$$g_{n+1}=k_nN_s\,e^{-F_{n+1}/kT}.$$

$C_1$ has cancelled. Emission is a property of the cluster, provided it relaxes internally between events, so the same $g_{n+1}$ applies away from equilibrium.

**Q.** In a supersaturated crystal that equilibrium is absurd. For large clusters $\hat C_n$ grows without limit.

**A.** It does, and no cluster population is claimed to follow it there. It is a reference by which to scale the unknowns. Put $y_n=C_n/\hat C_n$ and use detailed balance in the second term of $J_n$:

$$J_n=k_nC_1\hat C_n\,y_n-g_{n+1}\hat C_{n+1}\,y_{n+1}=k_nC_1\hat C_n\,(y_n-y_{n+1}).$$

With

$$R_n=\frac{1}{k_nC_1\hat C_n},\qquad J_n=\frac{y_n-y_{n+1}}{R_n},$$

each step is a resistor: $y$ plays the part of voltage and $J_n$ that of current. The unit of $R_n$ is volume times time.

**Q.** One resistor per step is still $N-1$ equations with unknown $y_n$.

**A.** Steadiness removes them. For $2\le n\le N-1$,

$$\frac{dC_n}{dt}=J_{n-1}-J_n=0,$$

so all steps carry the same $J$. Write $JR_n=y_n-y_{n+1}$ and add from $n=1$ to $N-1$. The inner terms cancel in pairs:

$$J\sum_{n=1}^{N-1}R_n=y_1-y_N=1-\frac{C_N}{\hat C_N}.$$

Here $y_1=1$ because $\hat C_1=C_1$. Removal at $N$ means $C_N=0$, and

$$J=\frac{1}{\sum_{n=1}^{N-1}R_n}.$$

Adding from $n$ upward instead gives the populations, $y_n=J\sum_{j\ge n}R_j$.

The sum also has a reading in terms of single clusters. Dimers form at the rate $k_1C_1^2=1/R_1$, and each removed cluster began as a dimer. The chance that a new dimer reaches $N$ before it dissolves is therefore $JR_1=R_1/\sum_nR_n$.

**Q.** Now the bottleneck. I suppose it is the size with the smallest binding energy?

**A.** Not necessarily. Compare neighbouring resistances, using detailed balance in the last step:

$$\frac{R_n}{R_{n-1}}=\frac{k_{n-1}\hat C_{n-1}}{k_n\hat C_n}=\frac{g_n}{k_nC_1}\equiv q_n .$$

The resistance rises at a size that emits faster than it grows, and falls at one that grows faster. Apart from the slowly varying ratio $k_{n-1}/k_n$, the dividing line $q_n=1$ lies at

$$F^*=kT\ln(N_s/C_1).$$

"Weakly bound" thus means bound by less than $F^*$, which depends on $C_1$. But the $q_n$ multiply. For $n<m$,

$$\frac{R_m}{R_n}=q_{n+1}q_{n+2}\cdots q_m ,$$

so what counts is the accumulated product, not the one factor at $m$. Size $m$ is the bottleneck if $R_m$ exceeds the sum of all other resistances. Then $\sum_nR_n$ lies between $R_m$ and $2R_m$, and

$$\frac{1}{2R_m}<J<\frac1{R_m}.$$

When $R_m$ is much larger than the rest, $J$ approaches the upper limit. Multiplying out the recursion for $\hat C_m$, which has $m-1$ factors, gives

$$J\approx k_mC_1\hat C_m=k_m\frac{C_1^{m+1}}{N_s^{m-1}}\exp\!\Big(\frac1{kT}\sum_{j=2}^mF_j\Big).$$

**Q.** Show me a case where the weakest size is not the bottleneck.

**A.** Take silicon at 700 °C, where $kT=0.08386$ eV and $N_s=4.994\times10^{22}$ cm⁻³. I choose $D=5\times10^{-8}$ cm²/s, $C_1=10^{15}$ cm⁻³ and $r_n=0.50\,n^{1/3}$ nm. The binding free energies are a chosen ladder, not computed silicon data: 1.0, 1.4, 1.5, 1.2, 1.8 and 1.9 eV for sizes 2 to 7, then 2.0 eV up to $N=10$. The dividing line is

$$F^*=0.08386\,\ln(4.994\times10^{7})=1.49\ \text{eV}.$$

With $w_n=R_n/\sum_jR_j$ for the share of each resistance:

| $n$ | $F_n$ (eV) | $q_n$ | $w_n$ |
|---|---|---|---|
| 2 | 1.0 | 263 | 0.017 |
| 3 | 1.4 | 2.45 | 0.041 |
| 4 | 1.5 | 0.774 | 0.032 |
| 5 | 1.2 | 28.3 | 0.891 |
| 6 | 1.8 | 0.0224 | 0.020 |

The dimer is the weakest and has the largest single factor. Yet

$$R_5/R_2=2.45\times0.774\times28.3=53.6 .$$

Sizes 3 and 4 together raise the resistance by a factor of only 1.9 above that of the dimer, size 5 raises it by a further factor of 28, and size 6 brings it down sharply. The resistance of size 5 is 89% of the total.

For the flux, $\hat C_5=4.15\times10^{10}$ cm⁻³ and $k_5C_1=53.7$ s⁻¹. Their product is $2.23\times10^{12}$ cm⁻³ s⁻¹, the one-resistance estimate. Multiplying by the share 0.891 gives the full result,

$$J=1.99\times10^{12}\ \text{cm}^{-3}\,\text{s}^{-1}=1.99\times10^{18}\ \text{m}^{-3}\,\text{s}^{-1}.$$

A new dimer has a chance of $6.3\times10^{-5}$ of reaching size 10. At this $C_1$ the choice of $N$ hardly matters, since the last resistance contributes less than $10^{-9}$ of the sum, and further sizes bound by 2.0 eV would add still less.

**Q.** Is the slow step the formation of size 5, or its growth?

**A.** Its growth. Use the steady populations $C_4=1.192\times10^{12}$, $C_5=3.78\times10^{10}$ and $C_6=3.51\times10^{10}$ cm⁻³. In units of $10^{12}$ cm⁻³ s⁻¹, the two steps carry

- $4\to5$: 59.4 forward and 57.5 back;
- $5\to6$: 2.03 forward and 0.04 back.

Both net flows are about 2. Size 5 is made often and lost almost as often, because it emits at 1520 s⁻¹ and grows at 53.7 s⁻¹. Its chance of growing before it emits is $53.7/(1520+53.7)=0.034$. Once it has grown, it seldom comes back.

**Q.** A large share is bookkeeping. Does the flux really respond to size 5 and not to the others?

**A.** Change one size alone. Lower $E_n$ by $\delta$, with every other formation free energy fixed. Then $F_n$ rises by $\delta$ and $F_{n+1}$ falls by $\delta$. Only $\hat C_n$ changes, by the factor $e^{\delta/kT}$, so $R_n$ is multiplied by $e^{-\delta/kT}$. Hence

$$\frac{J'}{J}=\frac{\sum_jR_j}{\sum_jR_j-R_n(1-e^{-\delta/kT})}=\frac{1}{1-w_n(1-e^{-\delta/kT})}.$$

For $\delta=0.1$ eV, $e^{-\delta/kT}=0.303$. Size 5 gives $1/(1-0.891\times0.697)=2.64$. Solving the rate equations directly with the altered energies gives the same 2.64 for size 5, and at most 1.03 for any other size from 2 to 7.

There is a ceiling. However stable size 5 becomes, the factor cannot exceed $1/(1-0.891)\approx9$, because the other resistances remain.

A different comparison removes the weak step: set $F_5=1.6$ eV and keep all other $F_j$. This lowers every $R_n$ with $n\ge5$, since each contains $F_5$. The flux rises by a factor of 10.3. The largest share is then 0.42, at size 3, so no size is a bottleneck in the sense defined above.

**Q.** You keep $C_1$ fixed throughout. What if I change it?

**A.** Since $\hat C_n\propto C_1^n$, each $R_n\propto C_1^{-(n+1)}$. At fixed temperature and binding,

$$\frac{d\ln J}{d\ln C_1}=-\frac{\sum_n dR_n/d\ln C_1}{\sum_nR_n}=\sum_n(n+1)w_n=1+\sum_nn\,w_n ,$$

because the shares add to one. A perfect bottleneck at size 5 would give order 6. The example gives 5.86, so a 10% drop in $C_1$ cuts the flux by about 46%.

The bottleneck also moves. $R_5/R_2$ varies as $C_1^{-3}$, so the two are equal at

$$C_1=10^{15}\times53.6^{1/3}=3.8\times10^{15}\ \text{cm}^{-3}.$$

Above this the dimer has the largest resistance. The change is gradual, and size 3 carries a comparable share near the crossing. At $C_1=10^{16}$ cm⁻³ the dimer's share is 0.74, the order has dropped to 3.3, and $J=8.8\times10^{16}$ cm⁻³ s⁻¹. The one-resistance estimate for the dimer, $k_2C_1^3e^{F_2/kT}/N_s$, is too high there by a factor of $1/0.74\approx1.4$. At still higher $C_1$, within the dilute model, $R_1$ wins. Then $J\to k_1C_1^2$, and nearly every dimer survives.

Going down, $q_6\propto1/C_1$ reaches 1 at $C_1=0.0224\times10^{15}=2.2\times10^{13}$ cm⁻³. Below that, $R_6$ exceeds $R_5$, but $R_5$ and $R_7$ together always exceed $R_6$. Size 6 can therefore have the largest resistance without being a bottleneck in the sense defined above. For $C_1$ between $10^{13}$ and $10^{17}$ cm⁻³, the same binding ladder thus has its bottleneck at size 5, at the dimer, or at no single size, depending on $C_1$.

**Q.** In a real anneal $C_1$ falls. Is there time for a steady flux at all?

**A.** That needs a reservoir. Starting from no clusters, the number delivered to size $N$ approaches $J(t-t_{\rm lag})$, with $t_{\rm lag}=0.11$ s here. At a depth of 100 nm, free interstitials escape to the surface in about

$$\frac{(10^{-5}\ \text{cm})^2}{5\times10^{-8}\ \text{cm}^2/\text{s}}=2\ \text{ms}.$$

Without replenishment, the steady formula fails.

If implantation damage with an excess dose of $10^{14}$ cm⁻² keeps $C_1$ up, the loss to the surface is

$$DC_1/(100\ \text{nm})=5\times10^{12}\ \text{cm}^{-2}\,\text{s}^{-1},$$

and the dose would last 20 s. That is long compared with the lag. In 20 s the model nucleates $4.0\times10^{13}$ clusters per cm³.

**Q.** How does that compare with real end-of-range layers?

**A.** The dose, depth and temperature are roughly typical of implanted silicon. The supersaturation is not typical of most of the anneal. With a round monomer formation free energy of 2.9 eV, the equilibrium concentration is $4.8\times10^7$ cm⁻³, so $C_1$ is $2\times10^7$ times equilibrium. While rod-like {311} defects control the supply, values of very roughly $10^3$ to $10^4$ are more usual, and dislocation loops hold it lower still, so the example can stand for a brief early stage at most. If $C_1$ were uniform over a 100 nm layer and zero elsewhere, its yield would be $4\times10^8$ cm⁻², against a rough $10^{10}$ to $10^{11}$ cm⁻² of visible defects. The areal figure depends strongly on the profile. Where $C_1$ falls linearly to zero at the surface, the upper 100 nm yield only about $6\times10^7$ cm⁻². Without traps, interstitials also spread about $\sqrt{Dt}=10$ µm inward in 20 s, and nucleation in that tail would give about $7\times10^9$ cm⁻², most of it far below the damaged layer. In this model, a burst with $C_1$ held at $10^{16}$ cm⁻³ would supply about $9\times10^{15}$ clusters per cm³ in 0.1 s of steady flux, or $9\times10^{10}$ cm⁻² over a uniform 100 nm layer; starting from no clusters, the lag lowers the count to about $7\times10^{15}$ cm⁻³. Holding $C_1$ there would need a supply throughout the layer, because in that time the growing clusters would take up about as many interstitials as the surface does. Nor would every nucleus survive. At $10^3$ to $10^4$ times equilibrium, $F^*$ is 2.3 to 2.1 eV, so clusters still bound by only 2.0 eV would tend to shrink. The estimate shows how strongly nucleation depends on the early $C_1$; it does not predict the density of visible defects. Real layers break the assumption of fixed $C_1$, and the effect is large: from $10^{15}$ to $10^{14}$ cm⁻³ the steady flux falls by a factor of about $10^6$. Trapping by impurities and recombination with vacancies are left out and not sized here.

**Q.** And "one atom at a time"? A mobile dimer could jump a size-4 cluster straight to size 6.

**A.** It could, and this bypass weakens the bottleneck. Compare $I_4+I_2\to I_6$ with $I_5+I\to I_6$, taking equal diffusivities and reference populations. Since $k_n\hat C_n\propto1/R_n$, the ratio of forward rates is

$$\frac{k_4\hat C_2\hat C_4}{k_5C_1\hat C_5}=\frac{\hat C_2}{C_1}\,\frac{R_5}{R_4}=3.02\times10^{-3}\times28.3=0.085 .$$

Solving the network with all such dimer jumps, and with the dimer population held at $\hat C_2$ and the one-atom rates left unchanged, raises the flux by 8.5%. If dimers diffuse ten times faster than monomers, the increase is 82%. The one-atom formula is then too low by nearly a factor of two. A mobile dimer would also capture single interstitials faster, but $R_2$ is so small a part of the sum that this adds a few per cent at most. A dimer bound more strongly than size 5 would open the bypass further.

**Q.** So is mobility the main uncertainty in the number?

**A.** For this ladder, a common binding error of 0.1 eV matters more than dimers ten times faster than monomers, though much faster dimers could matter as much. Every $R_n$ with $n\ge2$ contains $\exp(-\sum_{j=2}^nF_j/kT)$, so an error common to all steps accumulates. Lowering all $F_j$ by 0.1 eV multiplies $J$ by 0.0087. Raising them by 0.1 eV multiplies it by 58. The second factor is smaller than the inverse of the first because stronger binding shrinks $R_5$ faster than $R_2$ and $R_3$, which then take a larger part of the sum. For this ladder, the absolute flux is therefore uncertain by about two orders of magnitude in either direction if the bindings are known to 0.1 eV with a common error. The full set of rates, populations and resistances is in the numerical output.

## Computed results

```
temperature = 700 C, kT = 0.08386 eV
silicon site density = 4.9940e+22 cm^-3
D = 5.0e-08 cm^2/s, C1 = 1.0e+15 cm^-3
capture radius of size 1 = 0.50 nm
capture coefficient k_1 = 3.1416e-14 cm^3/s
formation free energy = 2.9 eV
equilibrium C1* = 4.785e+07 cm^-3, C1/C1* = 2.090e+07
threshold binding kT ln(Ns/C1) = 1.4865 eV
absorbing size N = 10
n | F eV | emission 1/s | growth 1/s | R_n/R_(n-1)
2 | 1.0 | 1.0394e+04 | 39.582 | 2.6259e+02
3 | 1.4 | 1.1106e+02 | 45.310 | 2.4512e+00
4 | 1.5 | 3.8583e+01 | 49.870 | 7.7367e-01
5 | 1.2 | 1.5195e+03 | 53.720 | 2.8284e+01
6 | 1.8 | 1.2785e+00 | 57.087 | 2.2395e-02
7 | 1.9 | 4.1229e-01 | 60.097 | 6.8605e-03
8 | 2.0 | 1.3172e-01 | 62.832 | 2.0963e-03
9 | 2.0 | 1.3771e-01 | 65.348 | 2.1073e-03
n | Chat cm^-3 | steady C cm^-3 | R cm^3 s | share of sum
1 | 1.000e+15 | 1.000e+15 | 3.183e-17 | 6.326e-05
2 | 3.023e+12 | 3.022e+12 | 8.358e-15 | 1.661e-02
3 | 1.077e+12 | 1.059e+12 | 2.049e-14 | 4.072e-02
4 | 1.265e+12 | 1.192e+12 | 1.585e-14 | 3.150e-02
5 | 4.152e+10 | 3.783e+10 | 4.483e-13 | 8.910e-01
6 | 1.745e+12 | 3.505e+10 | 1.004e-14 | 1.995e-02
7 | 2.416e+14 | 3.314e+10 | 6.888e-17 | 1.369e-04
8 | 1.102e+17 | 3.170e+10 | 1.444e-19 | 2.870e-07
9 | 5.029e+19 | 3.041e+10 | 3.043e-22 | 6.048e-10
sum of resistances = 5.0318e-13 cm^3 s
steady flux J = 1.9873e+12 cm^-3 s^-1 = 1.9873e+18 m^-3 s^-1
bottleneck size = 5, one-resistance flux = 2.2304e+12 cm^-3 s^-1
dimer survival probability = 6.3259e-05
order d ln J / d ln C1 = 5.857
flux factor if one size alone is stabilized by 0.1 eV:
  n=2: 1.012, n=3: 1.029, n=4: 1.022, n=5: 2.636, n=6: 1.014, n=7: 1.000
ladder with F_5 = 1.6 eV: J = 2.0568e+13 cm^-3 s^-1, ratio 10.35
  its shares n=2..5: 0.172, 0.421, 0.326, 0.078
control passes from 5 to 2 at C1 = 3.771e+15 cm^-3
C1=1e+14 cm^-3: J=1.793e+06 cm^-3 s^-1, top size 5, share 0.804, order 6.20
C1=1e+15 cm^-3: J=1.987e+12 cm^-3 s^-1, top size 5, share 0.891, order 5.86
C1=1e+16 cm^-3: J=8.823e+16 cm^-3 s^-1, top size 2, share 0.738, order 3.30
random walks at C1=1e16 cm^-3: survival 0.02792, formula 0.02809
time lag = 0.1103 s
dose = 1e+14 cm^-2, depth = 100 nm, surface loss time = 20.00 s
clusters nucleated in that time = 3.975e+13 cm^-3
flux factor with mobile dimers: D2=D 1.085, D2=10D 1.816
interstitials stored in sizes 2..9 / free ones = 1.515e-02
transient capture correction at the lag time = 6.495e-04
cluster sink strength times depth^2 = 5.380e-03
flux factor, all F -0.1 eV: 0.0087, all F +0.1 eV: 57.66
```
